**Vacuum-polarization corrections to the finite-size coefficient of muonic atoms**

In units of length ħ/(μcZα) and energy μc²(Zα)², the nuclear-size shift is ΔE = R²[(2/3n³)δ_l0(1 + ∫w C_n dt) + (1/6)∫w L_nl dt], where R is the rms radius, μ the reduced mass, w(t) the spectral weight of the Uehling potential over Yukawa terms Y = −e^{−κr}/r, κ = 2βt and β = m_e/(μZα). C_n is the relative change of |ψ(0)|² per unit Y (term a) and L_nl = ⟨∇²Y⟩ (term b), both in closed form for 1S, 2S and 2P. The program asserts that the spectral and Feynman-parameter polarization functions agree, that b equals its momentum-space form, that the contact response functions satisfy their equation, source strength and orthogonality, and that C_n matches diagonalization of H0 + εY in a Laguerre basis. It also asserts that L is recovered from a folded exponential nucleus, that numerically exact eigenstates of a shell nucleus extrapolated to R → 0 reproduce b and a+b within 0.2% of their own values and a within 0.2% of a+b, and that the ln 2T − 5/6 growth of the delta part and the 3α/8β limit at large β hold. For muonic hydrogen the output gives 2P−2S coefficients of −5.19745 (Coulomb), −0.016953 (a) and −0.011200 (b) meV/fm², a relative correction of 5.42×10⁻³, against 8.33×10⁻³ for the muonic helium-4 ion. For a shell near the proton radius the exact 2S polarization shift is 0.9799 of a+b, which sizes the neglected higher orders in R.

## Numerical verification

```python
# Vacuum-polarization (VP) corrections to the finite-size coefficient of muonic atoms.
# Units: length a=hbar/(mu c Z alpha), energy mu c^2 (Z alpha)^2; H0=-lap/2-1/r.
# R = rms nuclear radius, beta=m_e/(mu Z alpha), kappa=2 beta t, Y=-exp(-kappa r)/r,
# Uehling potential V_U=int_1^inf w Y dt, w=(2 alpha/3 pi)(1+1/2t^2) sqrt(t^2-1)/t^2.
# Claim: dE = R^2 [ (2/3n^3) delta_l0 (1+int w C_n) + (1/6) int w L_nl ],
# C_n = relative change of |psi(0)|^2 per unit Y ("a" term), L_nl=<lap Y> ("b" term).
import numpy as np, sympy as sp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn as jn, eval_genlaguerre as lag

alpha = sc.fine_structure; pc = sc.physical_constants
mev = lambda s: pc[s + ' mass energy equivalent in MeV'][0]
hbarc = sc.hbar*sc.c/sc.e*1e9          # MeV fm
pref = 2*alpha/(3*np.pi); eg = np.euler_gamma
states = {'1S': (1, 0), '2S': (2, 0), '2P': (2, 1)}

def C(s, k):
    if s == '1S':
        p = 2+k; return 4/p+(12+8*np.log(p/2))/p**2-16/p**3
    if s == '2S':
        p = 1+k
        return 4/p-4/p**2-8/p**3+23/p**4-12/p**5+np.log(p)*(8/p**2-16/p**3+12/p**4)
    return 0*k
def L(s, k):
    if s == '1S': return 16*(1+k)/(2+k)**2
    if s == '2S': return (2+8*k+11*k**2+8*k**3)/(4*(1+k)**4)
    return -k**2/(4*(1+k)**4)
def lead(s):
    n, l = states[s]; return 2/(3*n**3) if l == 0 else 0.0
def u0(s, r):
    if s == '1S': return 2*r*np.exp(-r)
    if s == '2S': return r*(1-r/2)*np.exp(-r/2)/np.sqrt(2)
    return r*r*np.exp(-r/2)/np.sqrt(24)
def panels(edges, m):
    x, w = np.polynomial.legendre.leggauss(m); e = np.asarray(edges, float)
    h = np.diff(e)[:, None]/2
    return (e[:-1, None]+h*(x+1)).ravel(), (h*w).ravel()
def spectral(thmax):                   # t=cosh(theta); weights of w/pref
    th, w = panels(np.linspace(0, thmax, int(np.ceil(thmax))+1), 12); t = np.cosh(th)
    return t, w*(1+0.5/t**2)*np.tanh(th)**2
tL, wL = spectral(40)
def coeffs(s, beta):                   # a and b coefficients of R^2, divided by pref
    k = 2*beta*tL
    return lead(s)*(wL@C(s, k)), (wL@L(s, k))/6
def close(x, y, tol): assert abs(x-y) <= tol*abs(y), (x, y)
def intercept(R, y, basis):
    A = np.array([R**i*np.log(R)**j for i, j in basis]).T
    sN = np.linalg.norm(A, axis=0)
    return np.linalg.lstsq(A/sN, y, rcond=None)[0][0]/sN[0]
def atom(M, Z):
    mu = mev('muon')*M/(mev('muon')+M)
    return mu, mev('electron')/(mu*Z*alpha), hbarc/(mu*Z*alpha), mu**3*(Z*alpha)**4/hbarc**2*1e9
mu, beta, a_fm, unit = atom(mev('proton'), 1)

# polarization function: Feynman parameter against spectral form; momentum form of b
xg, xw = panels([0, 1], 200)
def Pi(q): return 3*(np.log1p(np.outer((q/beta)**2, xg*(1-xg)))@(xw*xg*(1-xg)))
qs = np.array([0.3, 2.0, 40.0])
for q, v in zip(qs, Pi(qs)): close(wL@(q*q/(q*q+(2*beta*tL)**2)), v, 1e-7)
lq, lw = panels(np.arange(-12, 27), 12); q = np.exp(lq); Pq = Pi(q)
rho = {'1S': lambda q: 16/(4+q*q)**2, '2S': lambda q: (1-3*q*q+2*q**4)/(1+q*q)**4,
       '2P': lambda q: (1-q*q)/(1+q*q)**4}
for s in states:
    close(quad(lambda r: u0(s, r)**2*np.sin(0.7*r)/(0.7*r), 0, 80, limit=200)[0], rho[s](0.7), 1e-8)
    close(2/np.pi*np.sum(lw*q**3*Pq*rho[s](q))/6, coeffs(s, beta)[1], 1e-6)
Tcut = 1e4
logpart = spectral(np.arccosh(Tcut))[1].sum()
close(logpart, np.log(2*Tcut)-5/6, 1e-7)

# response chi/psi(0) to a unit contact potential: equation, source, orthogonality, C
r_ = sp.symbols('r', positive=True); G = sp.EulerGamma
chi = {'1S': sp.exp(-r_)*(r_+sp.log(2*r_)+G-sp.Rational(5, 2)-1/(2*r_))/sp.pi,
       '2S': sp.exp(-r_/2)*(-4/r_-6+13*r_-r_**2+8*(1-r_/2)*(sp.log(r_)+G))/(8*sp.pi)}
shape = {'1S': sp.exp(-r_), '2S': sp.exp(-r_/2)*(1-r_/2)}
for s in chi:
    n = states[s][0]; c = chi[s]
    res = -sp.diff(r_*c, r_, 2)/(2*r_)-c/r_+c/(2*n*n)-shape[s]/(sp.pi*n**3)
    assert sp.simplify(sp.expand(res)) == 0
    flux = sp.lambdify(r_, -2*sp.pi*r_**2*sp.diff(c, r_))(1e-9)
    close(flux, -1.0, 1e-6)
    f = sp.lambdify(r_, c*shape[s], 'numpy')
    assert abs(quad(lambda r: r*r*f(r), 0, 90, limit=400)[0]) < 1e-7
    for k in (0.5, 3.0):
        close(-8*np.pi*quad(lambda r: r*np.exp(-k*r)*f(r), 0, 90, limit=400)[0], C(s, k), 1e-6)

# contact density from diagonalization of H0+eps*Y in a Laguerre basis
N, sca = 50, 3.4
x, xw2 = panels(np.linspace(0, 20, 81)**2, 24); ex = np.exp(-x/2)
nrm = np.sqrt((np.arange(N)+1.)*(np.arange(N)+2.))
La = np.array([lag(k, 2.0, x) for k in range(N)])
dL = np.array([0*x]+[-lag(k-1, 3.0, x) for k in range(1, N)])
ph = x*ex*La/nrm[:, None]; dph = ex*((1-x/2)*La+x*dL)/nrm[:, None]
assert np.abs((ph*xw2)@ph.T-np.eye(N)).max() < 1e-9
H0 = 0.5*sca**2*(dph*xw2)@dph.T-sca*(ph*(xw2/x))@ph.T
for k in (0.0, 0.3, 1.5, 5.0):
    Ym = -sca*(ph*(xw2*np.exp(-k*x/sca)/x))@ph.T
    ld = lambda e: np.log((nrm@np.linalg.eigh(H0+e*Ym)[1][:, :2])**2)
    h = 0.01; d = (8*(ld(h)-ld(-h))-(ld(2*h)-ld(-2*h)))/(12*h)
    close(d[0], C('1S', k), 1e-4); close(d[1], C('2S', k), 1e-4)
    if k == 1.5:
        print(f"kappa=1.5: C_1S formula {C('1S',k):.6f}, diagonalization {d[0]:.6f}")
        print(f"kappa=1.5: C_2S formula {C('2S',k):.6f}, diagonalization {d[1]:.6f}")

# Yukawa potential folded with a charged shell of radius R, and with an exponential nucleus
def Yshell(k, r, R):
    return np.exp(-k*np.abs(r-R))*np.expm1(-2*k*np.minimum(r, R))/(2*k*r*R)
for r in (0.2, 0.9):
    dist = lambda c: np.sqrt(r*r+0.25-r*c)
    close(Yshell(1.3, r, 0.5), -0.5*quad(lambda c: np.exp(-1.3*dist(c))/dist(c), -1, 1)[0], 1e-8)
def dYexp(k, r, lam):                  # folded minus point potential, charge ~exp(-lam r)
    A = lam**4/(lam**2-k*k)**2; B = lam**4/(lam**2-k*k)
    return -(A-1)*np.exp(-k*r)/r+np.exp(-lam*r)*(A/r+B/(2*lam))
close(quad(lambda s: 62.5*s*s*np.exp(-5*s)*Yshell(1., 0.4, s), 1e-12, 12, points=[0.4])[0],
      dYexp(1., 0.4, 5.)-np.exp(-0.4)/0.4, 1e-7)
close(quad(lambda s: 62.5*s**4*np.exp(-5*s), 0, 15)[0], 12/25, 1e-8)
def grid(R, rmax):
    j = np.arange(22., 0, -1)
    e = [0.]+list(R*2**-j)+list(R*(1-2**-j[::-1][1:]))+[R]+list(R*(1+2**-j))+[2*R]
    while e[-1] < 2: e.append(2*e[-1])
    return panels(e+list(np.arange(e[-1]+2, rmax-0.5, 2))+[rmax], 14)
for s in states:
    for k in ((0.0, 2.0) if s != '2P' else (2.0,)):
        Rs = np.geomspace(0.004, 0.04, 7); y = []
        for R in Rs:
            r, w = grid(R, 60.); y.append(w@(u0(s, r)**2*dYexp(k, r, np.sqrt(12)/R))/R**2)
        close(intercept(Rs, np.array(y), [(i, 0) for i in range(5)]), L(s, k)/6, 1e-4)

# exact eigenstates for the shell nucleus: pick the energy, then find the radius
tS, wS = spectral(16); kfix = [1.0, 4.0]
kap = np.concatenate([2*beta*tS, kfix])[:, None]
def shell_state(s, Rt):
    n, l = states[s]; rmax = 30.*n
    dE = lead(s)*Rt**2 if l == 0 else Rt**4/480
    E = -0.5/n**2+dE; g = np.sqrt(-2*E)
    sol = solve_ivp(lambda r, y: [y[1], 2*g*y[1]+(l*(l+1)/r**2-2/r)*y[0]], [rmax, 0.5*Rt],
                    [rmax**n, n*rmax**(n-1)], method='DOP853', rtol=1e-13, atol=1e-15,
                    max_step=0.5, dense_output=True).sol
    def mis(R):
        z = np.sqrt(2*(E+1/R))*R; v, dv = sol(R)
        return (dv-g*v)*R*jn(l, z)-v*(jn(l, z)+z*jn(l, z, derivative=True))
    R = brentq(mis, 0.6*Rt, 1.6*Rt, xtol=1e-16, rtol=1e-14)
    r, w = grid(R, rmax); kin = np.sqrt(2*(E+1/R)); out = r > R; u = np.empty_like(r)
    u[out] = np.exp(-g*r[out])*sol(r[out])[0]
    u[~out] = np.exp(-g*R)*sol(R)[0]*r[~out]*jn(l, kin*r[~out])/(R*jn(l, kin*R))
    dR = w*u*u; dR /= dR.sum(); d0 = w*u0(s, r)**2
    Y0 = -np.exp(-kap*r)/r; YR = Yshell(kap, r, R)
    rows = np.array([Y0@(dR-d0), (YR-Y0)@d0, YR@dR-Y0@d0])/R**2   # a, b, total
    return R, dE/R**2, np.column_stack([rows[:, :-2]@wS, rows[:, -2:]])
for s in states:
    if s != '2P':
        Rt = np.geomspace(0.002, 0.03, 11)
        basis = [(0, 0), (1, 0), (1, 1), (2, 0), (2, 1), (2, 2), (3, 0), (3, 1)]
    else:
        Rt = np.geomspace(0.03, 0.12, 7); basis = [(0, 0), (2, 0), (2, 1), (3, 0), (3, 1)]
    data = [shell_state(s, R) for R in Rt]; Rs = np.array([d[0] for d in data])
    if s != '2P': close(intercept(Rs, np.array([d[1] for d in data]), basis), lead(s), 1e-3)
    pred = [coeffs(s, beta)]+[(lead(s)*C(s, k), L(s, k)/6) for k in kfix]
    for c, (pa, pb) in enumerate(pred):
        fa, fb, ft = [intercept(Rs, np.array([d[2][i, c] for d in data]), basis) for i in range(3)]
        # tolerance set by the truncated fit in R and ln R
        assert abs(fa-pa) < 2e-3*abs(pa+pb), (s, c, fa, pa)
        close(fb, pb, 2e-3); close(ft, pa+pb, 2e-3)
        if c == 0:
            print(f"muH {s} (a+b)/(2alpha/3pi): formula {pa+pb:.6f}, shell R->0 {ft:.6f}")

# heavy-loop limit
big = 1e4
for s in ('1S', '2S'):
    for v in coeffs(s, big): close(pref*v/lead(s), 3*alpha/(8*big), 1e-2)
print(f"beta=1e4, 1S: a, b relative / (3alpha/8beta) = "
      f"{pref*coeffs('1S',big)[0]/lead('1S')*8*big/(3*alpha):.4f}, "
      f"{pref*coeffs('1S',big)[1]/lead('1S')*8*big/(3*alpha):.4f}")
print(f"delta-part weight up to T=1e4, / (2alpha/3pi): {logpart:.6f}")

# worked example
print(f"alpha = {alpha:.10f}; 2alpha/3pi = {pref:.6e}; hbar c = {hbarc:.5f} MeV fm")
print(f"m_e = {mev('electron'):.6f}, m_mu = {mev('muon'):.5f}, m_p = {mev('proton'):.4f} MeV")
print(f"muH: mu = {mu:.5f} MeV, beta = {beta:.6f}, a = {a_fm:.3f} fm")
print(f"muH: coefficient unit mu^3 (Z alpha)^4/(hbar c)^2 = {unit:.5f} meV/fm^2")
res = {}
for s in states:
    ca, cb = coeffs(s, beta); res[s] = np.array([lead(s), pref*ca, pref*cb])*unit
    k = 2*beta*tL
    print(f"muH {s}: int w C = {pref*(wL@C(s,k)):.6e}, int w L = {pref*(wL@L(s,k)):.6e}")
    print(f"muH {s}: lead {res[s][0]:.5f}, a {res[s][1]:.6f}, b {res[s][2]:.6f} meV/fm^2")
lamb = res['2P']-res['2S']
print(f"muH 2P-2S: lead {lamb[0]:.5f}, a {lamb[1]:.6f}, b {lamb[2]:.6f} meV/fm^2")
print(f"muH 2P-2S: a+b {lamb[1]+lamb[2]:.6f}, sum {lamb.sum():.5f} meV/fm^2")
print(f"muH 2P-2S: (a+b)/lead = {(lamb[1]+lamb[2])/lamb[0]:.5e}")
rp = pc['proton rms charge radius'][0]*1e15
print(f"proton radius (scipy table) = {rp:.4f} fm, R/a = {rp/a_fm:.5f}")
print(f"muH 2P-2S shifts: lead {lamb[0]*rp**2:.4f}, a {lamb[1]*rp**2:.5f}, b {lamb[2]*rp**2:.5f} meV")
R, e2, rows = shell_state('2S', rp/a_fm); ratio = rows[2, 0]/sum(coeffs('2S', beta))
assert 0 < 1-ratio < 0.1
print(f"shell 2S at R/a = {R:.5f}: exact/leading Coulomb shift {e2/lead('2S'):.4f}")
print(f"shell 2S at R/a = {R:.5f}: exact/(a+b) VP shift {ratio:.4f}")
muh, bh, ah, uh = atom(mev('alpha particle'), 2)
S, P = coeffs('2S', bh), coeffs('2P', bh)
print(f"m_alpha = {mev('alpha particle'):.3f} MeV")
print(f"mu4He+: mu = {muh:.4f} MeV, beta = {bh:.6f}, a = {ah:.3f} fm, unit {uh:.3f} meV/fm^2")
print(f"mu4He+ 2P-2S: lead {-lead('2S')*uh:.3f}, a {-pref*S[0]*uh:.4f}, "
      f"b {pref*(P[1]-S[1])*uh:.4f} meV/fm^2")
print(f"mu4He+ 2P-2S: (a+b)/lead = {pref*(S[0]+S[1]-P[1])/lead('2S'):.5e}")
print("finished without a failed check")
```

It prints:

```
kappa=1.5: C_1S formula 2.114735, diagonalization 2.114735
kappa=1.5: C_2S formula 1.429975, diagonalization 1.429975
muH 1S (a+b)/(2alpha/3pi): formula 2.614193, shell R->0 2.614193
muH 2S (a+b)/(2alpha/3pi): formula 0.289313, shell R->0 0.289313
muH 2P (a+b)/(2alpha/3pi): formula -0.002182, shell R->0 -0.002182
beta=1e4, 1S: a, b relative / (3alpha/8beta) = 1.0005, 0.9999
delta-part weight up to T=1e4, / (2alpha/3pi): 9.070154
alpha = 0.0072973526; 2alpha/3pi = 1.548546e-03; hbar c = 197.32698 MeV fm
m_e = 0.510999, m_mu = 105.65838, m_p = 938.2721 MeV
muH: mu = 94.96447 MeV, beta = 0.737384, a = 284.748 fm
muH: coefficient unit mu^3 (Z alpha)^4/(hbar c)^2 = 62.36944 meV/fm^2
muH 1S: int w C = 4.021154e-03, int w L = 8.204577e-03
muH 1S: lead 41.57963, a 0.167198, b 0.085286 meV/fm^2
muH 2S: int w C = 3.261811e-03, int w L = 1.057184e-03
muH 2S: lead 5.19745, a 0.016953, b 0.010989 meV/fm^2
muH 2P: int w C = 0.000000e+00, int w L = -2.026972e-05
muH 2P: lead 0.00000, a 0.000000, b -0.000211 meV/fm^2
muH 2P-2S: lead -5.19745, a -0.016953, b -0.011200 meV/fm^2
muH 2P-2S: a+b -0.028153, sum -5.22561 meV/fm^2
muH 2P-2S: (a+b)/lead = 5.41672e-03
proton radius (scipy table) = 0.8407 fm, R/a = 0.00295
muH 2P-2S shifts: lead -3.6739, a -0.01198, b -0.00792 meV
shell 2S at R/a = 0.00296: exact/leading Coulomb shift 0.9952
shell 2S at R/a = 0.00296: exact/(a+b) VP shift 0.9799
m_alpha = 3727.379 MeV
mu4He+: mu = 102.7459 MeV, beta = 0.340769, a = 131.591 fm, unit 1263.868 meV/fm^2
mu4He+ 2P-2S: lead -105.322, a -0.5363, b -0.3414 meV/fm^2
mu4He+ 2P-2S: (a+b)/lead = 8.33318e-03
finished without a failed check
```
